Why natural orbitals for chemical valence come in opposite pairs

**1. Definitions and conventions**

Consider one spin at a time, in an orthonormal one-electron basis of dimension n. The dagger † denotes the adjoint. The occupied orbitals of the molecule are the orthonormal columns of a matrix A. Those of the promolecule, the reference made from unrelaxed fragments, are the orthonormal columns of B. Define

P = AA†, Q = BB†, D = P − Q.

D is the deformation density matrix. Its eigenvectors are the natural orbitals for chemical valence:

Dψ = vψ.

Since A†A = 1, P² = A(A†A)A† = P. Likewise Q² = Q. Both matrices are Hermitian, so they are orthogonal projectors, with ranks N_P and N_Q equal to the numbers of electrons of this spin.

Occupied orbitals of different fragments generally overlap. Collect them as columns of Φ, with overlap matrix s = Φ†Φ. If they are linearly independent, B = Φs^(−1/2) has orthonormal columns, and

Q = Φs⁻¹Φ†.

This orthogonalization is part of the definition used here.

In an atomic-orbital basis with overlap S, a coefficient vector c becomes x = S^(1/2)c in an orthonormal basis. Hence

D = S^(1/2)(P_AO − Q_AO)S^(1/2).

Inserting x = S^(1/2)c into Dx = vx and multiplying from the left by S^(−1/2) gives

(P_AO − Q_AO)Sc = vc, c†Sc = 1.

The statement to be proved has two parts. Eigenvalues with 0 < |v| < 1 occur as v and −v with equal multiplicity, even if the ranks differ. Equal ranks are needed to pair the eigenvalues +1 and −1. Idempotency and equal rank therefore do different jobs.

**2. One occupied orbital**

Let P = |a⟩⟨a| and Q = |b⟩⟨b|, with unit vectors a and b. Choose their phases so that a†b = cos θ, with 0 < θ ≤ π/2. The sum and difference are orthogonal, because a†b is real:

(a + b)†(a − b) = 1 − a†b + b†a − 1 = 0.

Their squared norms are

‖a + b‖² = 2 + 2cos θ = 4cos²(θ/2),
‖a − b‖² = 2 − 2cos θ = 4sin²(θ/2).

The vectors

e₁ = (a + b)/(2cos(θ/2)), e₂ = (a − b)/(2sin(θ/2))

are therefore orthonormal, and

a = cos(θ/2)e₁ + sin(θ/2)e₂,
b = cos(θ/2)e₁ − sin(θ/2)e₂.

In |a⟩⟨a| − |b⟩⟨b| the diagonal terms cancel. Each cross term appears twice with coefficient cos(θ/2)sin(θ/2), so

D = sin θ (|e₁⟩⟨e₂| + |e₂⟩⟨e₁|).

This matrix exchanges e₁ and e₂, apart from the factor sin θ. Its eigenvectors in the plane are

ψ± = (e₁ ± e₂)/√2, v± = ±sin θ.

Two limits check the result. As θ → 0 the orbitals coincide and both eigenvalues vanish. At θ = π/2, ψ₊ = a and ψ₋ = b, with eigenvalues +1 and −1: one orbital has been emptied and an orthogonal one filled.

What carries ψ₊ into ψ₋? Adding the projectors instead of subtracting them gives

P + Q = 2cos²(θ/2)|e₁⟩⟨e₁| + 2sin²(θ/2)|e₂⟩⟨e₂|.

Within the plane, 1 − P − Q therefore multiplies e₁ by −cos θ and e₂ by +cos θ, so that

(1 − P − Q)ψ₊ = −cos θ ψ₋.

This operator can be written down for any number of electrons.

**3. Many orbitals: the interior of the spectrum**

Define C = 1 − P − Q for arbitrary ranks. Using P² = P and Q² = Q,

DC = (P − Q)(1 − P − Q)
= P − P − PQ − Q + QP + Q
= QP − PQ,

CD = (1 − P − Q)(P − Q)
= P − Q − P + PQ − QP + Q
= PQ − QP.

Their sum is

DC + CD = 0.

The squares are

D² = P + Q − PQ − QP,
C² = 1 − 2P − 2Q + (P + Q + PQ + QP) = 1 − P − Q + PQ + QP,

and therefore

D² + C² = 1.

Now let Dψ = vψ. The first identity gives

D(Cψ) = −C(Dψ) = −v(Cψ).

Since C is Hermitian, the second gives

‖Cψ‖² = ψ†C²ψ = ψ†(1 − D²)ψ = (1 − v²)‖ψ‖².

For |v| < 1 the vector Cψ is not zero. C thus maps the eigenspace of v into that of −v without sending any nonzero vector to zero, so the second space is at least as large as the first. The same argument from −v to v gives the reverse inequality, and the multiplicities are equal. A normalized partner of a normalized ψ is Cψ/√(1 − v²), up to a phase. Equal rank has not been used.

There is a consequence for symmetry labels. If P and Q both commute with the operations of a point group, so does C. Then Cψ transforms as ψ does, and interior partners can be chosen with the same symmetry. This is why a σ pair and a π pair of a metal–ligand bond can be treated separately when both the molecule and the promolecule have the required symmetry.

**4. The edges: where equal rank enters**

At |v| = 1 the norm formula gives Cψ = 0, and the map supplies no partner. Take a unit vector with Dψ = ψ. Then

1 = ψ†Pψ − ψ†Qψ.

Each expectation value of a projector lies between 0 and 1, so the first must be 1 and the second 0. From ‖(1 − P)ψ‖² = 1 − ψ†Pψ = 0 follows Pψ = ψ. From ‖Qψ‖² = ψ†Qψ = 0 follows Qψ = 0. Thus v = +1 belongs to an orbital occupied in the molecule and wholly absent from the promolecule's occupied space. Exchanging P and Q gives the corresponding statement for v = −1.

Let m₊ and m₋ be the multiplicities of +1 and −1. The trace of D is the sum of its eigenvalues. Zeros contribute nothing and interior pairs cancel, so

N_P − N_Q = tr D = m₊ − m₋.

The whole spectrum is paired if and only if N_P = N_Q. This completes the proof.

A four-orbital model shows both conditions at work. Let u₁ to u₄ be orthonormal. The molecule occupies the normalized forms of

u₁ + 0.3u₃ and u₂ + 0.5u₄,

and the promolecule occupies u₁ and u₂. Each molecular orbital makes an angle with its parent whose tangent is the mixing coefficient. The eigenvalues are

±0.3/√1.09 = ±0.2873, ±0.5/√1.25 = ±0.4472.

If the promolecule lacks the electron in u₂, the ranks are 2 and 1. The spectrum becomes −0.2873, 0, 0.2873, 1. The interior pair survives and a single +1 is left over.

**5. Zero trace is not enough**

Keep the same occupied space, but describe the second fragment by 0.2u₁ + √0.96 u₂, which overlaps u₁ by 0.2. Orthogonalization returns the same Q as before. If the two fragment densities are simply added, the reference is instead R = ΦΦ†. Its nonzero eigenvalues are those of Φ†Φ, a 2 × 2 matrix with 1 on the diagonal and 0.2 off it. They are 1.2 and 0.8, so R is not a projector. The trace of P − R is still 2 − 2 = 0, but the eigenvalues are

−0.5218, −0.2330, 0.2674, 0.4874.

They add to zero without forming opposite pairs.

Fractional occupations can break the pairing in the same way. With P replaced by diag(0.80, 0.15, 0.05) and Q = diag(1, 0, 0), the difference has eigenvalues −0.20, 0.15 and 0.05. A correlated density matrix or thermal smearing of occupations therefore lies outside the theorem, although particular cases may happen to be paired.

**6. How large the eigenvalues are**

For equal ranks N, the singular-value decomposition of the overlap between the two occupied sets is

A†B = U diag(cos θ₁, …, cos θ_N) W†, 0 ≤ θ_k ≤ π/2.

Replace A by AU and B by BW. These unitary rotations leave P and Q unchanged, because UU† = WW† = 1. The new columns satisfy

a_k†a_l = δ_kl, b_k†b_l = δ_kl, a_k†b_l = δ_kl cos θ_k.

Vectors with different k are orthogonal, so D is a sum of independent one-orbital problems:

D = Σ_k (|a_k⟩⟨a_k| − |b_k⟩⟨b_k|), v_k = ±sin θ_k.

The result of section 2 now covers every pair. An orbital with θ_k = 0 contributes nothing. If m angles are nonzero, their planes use 2m dimensions and the remaining shared orbitals use N − m. Hence 2m + N − m ≤ n, and

m ≤ min(N, n − N).

In the limit n = N there are no empty orbitals and no deformation is possible. Numerical tests on random complex projectors confirmed the interior pairing, the edge count and the link to the singular values. A further case contained a shared orbital, a repeated angle and a right angle.

**7. What an eigenvalue measures**

Let k run over the positive eigenvalues, and let ψ_−k be the partner of ψ_k. The density change for this spin is

Δρ = Σ_k v_k(|ψ_k|² − |ψ_−k|²).

Each pair integrates to zero. Since ∫| |ψ_k|² − |ψ_−k|² | ≤ 2, the triangle inequality gives

½∫|Δρ| ≤ Σ_k v_k.

The sum of positive eigenvalues is thus an upper bound on the charge displaced in space. It need not be charge passed between fragments: if a and b both lie on one fragment, v can be large while the other fragment receives nothing.

A different count asks how many electrons have left the promolecule's occupied space:

tr[P(1 − Q)] = N − tr(PQ) = Σ_k(1 − cos²θ_k) = Σ_k v_k².

For weak mixing this count is of second order in θ, while v is of first order.

**8. From pairs to bond energy**

In Hartree–Fock theory the energy is quadratic in the spin density matrices. Let X stand for the matrices of both spins together, and write

E[X] = E₀ + L(X) + ½G(X, X),

where E₀ is the nuclear repulsion, L the one-electron part and G the symmetric Coulomb and exchange part. The Fock matrices are defined by the first-order change:

Σ_σ tr(D_σF_σ[X]) = L(D) + G(D, X).

Because G is symmetric, G(P − Q, P + Q) = G(P, P) − G(Q, Q). Therefore

E[P] − E[Q] = L(D) + ½G(D, P + Q)
= L(D) + G(D, (P + Q)/2)
= Σ_σ tr(D_σF_σ[(P + Q)/2]).

Inserting the eigenvectors of D_σ, with F taken at the midpoint, gives for each spin

tr(DF) = Σ_k v_k(F_kk − F_−k,−k).

The midpoint formula is an identity for Hartree–Fock. For a smooth density functional, differentiate E[Q + λD] with respect to λ and integrate from 0 to 1. The Fock matrix is then replaced by its average along that path, and the midpoint value is in general an approximation.

This is the orbital-relaxation part of a bond energy. Two terms must be added: the energy to deform the fragments, and the energy of the frozen promolecule relative to the separated, deformed fragments. If occupied orbitals of the same spin on different fragments overlap, the second term includes the cost of making them orthogonal.

**9. A real donor–acceptor bond: H3+**

The ion H3+ can be viewed as H2 donating its σ electrons to a bare proton, a minimal analogue of the donation from a σ ligand to an electron-poor metal centre. The proton has no occupied orbitals, so the model leaves out back-donation and the repulsion between occupied orbitals, which a metal centre can add. The ion has one occupied orbital per spin, so section 2 applies directly. The level is restricted Hartree–Fock with the cc-pVTZ basis. The optimized equilateral side is 0.868 Å, and free H2 has a bond length of 0.734 Å.

The occupied orbital of H3+ overlaps that of H2, held at the geometry it has in the ion, by 0.94302. Thus

v = √(1 − 0.94302²) = 0.3327.

The computed eigenvalues are −0.3327 and +0.3327 for each spin. The bare matrix P_AO − Q_AO, without the overlap matrix, has outer eigenvalues −0.1819 and 0.1539. They are unpaired because that matrix ignores the metric of the basis.

For both spins the upper bound of section 7 on the displaced charge is 2v = 0.6655 electrons. The output labels this number "rearranged charge", but it is the bound and not the displaced charge itself. The number of electrons that have left the original occupied space is 2v² = 0.221. The Mulliken population of the former proton rises from 0 to 2/3, as it must when two electrons are shared by three equivalent atoms. Its populations in ψ₊ and ψ₋ are 0.8925 and −0.1093, so the gain is

0.6655 × (0.8925 + 0.1093) = 0.6667.

The gain is fixed at 2/3 by symmetry and v by the overlap, so their closeness is a coincidence of this case and not a general rule. The charge displaced in space, ½∫|Δρ| for both spins, is about 0.50 electrons. The gain slightly exceeds 2v without violating the bound of section 7, because Mulliken populations do not partition space; one of them is even negative.

The midpoint Fock values are −21.523 eV for ψ₊ and −12.399 eV for ψ₋. With both spins,

ΔE_orb = 0.6655 × (−21.523 + 12.399) = −6.07 eV.

This agrees with the direct difference of total energies. The Fock matrix of the promolecule would give −4.66 eV and that of the molecule −7.48 eV. Their mean is −6.07 eV, as the linearity of F in the density matrix requires.

Stretching H2 to its geometry in the ion costs 0.267 eV. Bringing the proton to the frozen H2 density costs 1.269 eV: at this distance the repulsion between nuclei outweighs the attraction to the unrelaxed electrons. The proton has no electrons, so no orthogonalization cost arises. The sum is

0.267 + 1.269 − 6.071 = −4.535 eV.

The bond energy towards H2 and a proton is therefore 4.54 eV, or 438 kJ/mol. Orbital relaxation provides the binding, against two opposing terms. The orbital term contains polarization of H2 as well as donation, and the single pair does not separate them: relaxing H2 in the field of the proton with no basis functions on the proton already gives −4.1 eV in cc-pVTZ and −4.8 eV in cc-pVQZ, so the division depends on the basis. Access to the third atom's basis functions lowers the energy of H2 by only 0.0008 eV, but the partition is more sensitive than that: with the H2 orbital taken from the full basis, the frozen term becomes 1.24 eV, the orbital term −6.04 eV and v = 0.3317. The same holds for a larger basis. In cc-pVQZ the bond energy stays at 4.535 eV, while v falls to 0.3317, the frozen term to 1.244 eV and the orbital term to −6.047 eV. The separate terms are thus good to about 0.03 eV and v to about 0.001. The Mulliken populations and the eigenvalues of the bare matrix change more with the basis. Electron correlation, zero-point motion and temperature are left out, so this is not a prediction of a measured bond enthalpy.

**10. The same ion with open-shell fragments**

Now let a hydrogen atom carry the α electron and H2+ the β electron. Each spin still compares two projectors of rank one. The eigenvalues are ±0.5280 for α and ±0.3127 for β. The spin-summed matrix is

2P − Q_α − Q_β,

because the molecule has the same P for both spins. Its nonzero eigenvalues are −0.3988, −0.1031 and 0.5020, which are not paired.

The signs can be explained. Three nonzero eigenvalues mean that the three orbitals are linearly independent. Put them in the columns of Y; the matrix is then Y diag(2, −1, −1) Y†. By Sylvester's law of inertia it has one positive and two negative eigenvalues, and such a set cannot be paired. When the molecule and the promolecule are both closed-shell, D_α = D_β. The sum is then 2D_α, and pairing returns with doubled eigenvalues.

The orbital term for these fragments is −6.15 eV, against −6.07 eV for H2 and a proton. The two values start from different promolecules, so their difference is not a difference in bond strength. An orbital term has a meaning only together with its stated fragments and the other terms of the same energy balance. The cc-pVTZ eigenvalues and energy terms are listed in the numerical output below.

Computed results

```
Four-orbital model (eigenvalues are dimensionless)
mixing coefficients: 0.3 0.5
overlap of fragment orbitals: 0.2
orthogonalized fragments: -0.4472 -0.2873 0.2873 0.4472
non-orthogonalized fragments: -0.5218 -0.2330 0.2674 0.4874
one promolecule electron missing: -0.2873 0.0000 0.2873 1.0000
H3+ from H2 and a proton, RHF/cc-pVTZ
number of basis functions: 42
side of H3+: 0.8679 angstrom
bond length of free H2: 0.7344 angstrom
overlap of occupied orbitals, cos(theta): 0.94302
angle theta: 19.435 degrees
paired eigenvalues per spin: -0.33274 0.33274
rearranged charge, both spins, 2v: 0.6655 electrons
Mulliken gain of the proton: 0.6667 electrons
proton population of psi_plus: 0.8925
proton population of psi_minus: -0.1093
bare AO matrix, outer eigenvalues: -0.1819 0.1539
midpoint Fock value, psi_plus: -21.5228 eV
midpoint Fock value, psi_minus: -12.3993 eV
orbital term, Fock of promolecule: -4.6591 eV
orbital term, Fock of midpoint: -6.0715 eV
orbital term, Fock of molecule: -7.4839 eV
orbital term, total energies: -6.0715 eV
H2 preparation: 0.2674 eV
frozen electrostatics: 1.2691 eV
interaction energy, sum: -4.5350 eV
bond energy: 4.5350 eV
bond energy: 437.6 kJ/mol
H2 gain from ghost functions: -0.0008 eV
H3+ from H (alpha) and H2+ (beta)
alpha, outer eigenvalues: -0.5280 0.5280
beta, outer eigenvalues: -0.3127 0.3127
spin sum, nonzero eigenvalues: -0.3988 -0.1031 0.5020
orbital term, open-shell fragments: -6.1519 eV
```
